# Ultrasoft band deformation potentials, self-consistent screening and the potential reference: a program that tests the result

```python
# Result under test: for H psi = eps S psi with ultrasoft pseudopotentials,
#   d eps = <psi| dH - eps dS |psi>   under homogeneous strain eta,
# where dH includes the self-consistently screened potential. A change of
# potential reference adds one common number to all slopes, so differences
# between levels are free of it.
# Symbols: S overlap, D augmented projector strengths, Q augmentation charge,
# q its integral, dens = cell volume times electron density on a reduced grid.
# Hartree atomic units inside; printed energies in eV.
# Model: diamond structure, 2 ions of charge 4, local exchange, no correlation.
import numpy as np
from itertools import product
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.special import erfc
from scipy.constants import physical_constants

HA = physical_constants["Hartree energy in eV"][0]
LATTICE, ECUT, NG, NOCC = 10.0, 4.5, 16, 4
Z, ALPHA, V1, V2 = 4.0, 0.6, 3.0, -1.4      # local ion potential
BETA, GAMMA, QINT, D0 = 0.5, 1.0, 0.4, 0.2  # projector, augmentation
N3 = NG**3
CELL = LATTICE / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
SITES = np.array([[0, 0, 0], [0.25, 0.25, 0.25]])
freq = np.rint(np.fft.fftfreq(NG, 1 / NG)).astype(int)
M = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), axis=-1)
PHASE = [np.exp(-2j * np.pi * (M @ s)) for s in SITES]
KPTS = [np.array(k) for k in product((0.0, 0.5), repeat=3)]


def geometry(strain):
    cell = CELL @ (np.eye(3) + strain).T
    return abs(np.linalg.det(cell)), 2 * np.pi * np.linalg.inv(cell).T


ZERO = np.zeros((3, 3))
VOL0, RECIP0 = geometry(ZERO)
G2REF = np.sum((M @ RECIP0)**2, axis=-1)
MASK = G2REF <= 8 * ECUT * (1 + 1e-9)
NONZERO = MASK & (G2REF > 1e-12)
BASIS, POS, DIFF = [], [], []
for kpt in KPTS:
    allm = M.reshape(-1, 3)
    keep = np.sum(((allm + kpt) @ RECIP0)**2, axis=1) / 2 <= ECUT
    m = allm[keep]
    BASIS.append(m)
    POS.append(tuple((m % NG).T))
    d = (m[:, None, :] - m[None, :, :]) % NG
    DIFF.append((d[..., 0], d[..., 1], d[..., 2]))

# Integral of (local ion potential + Z/r), one ion
GAUSS = (np.pi / ALPHA)**1.5
CORE = Z * np.pi / ALPHA + GAUSS * (V1 + 1.5 * V2 / ALPHA)


def ion(x):
    """Fourier transform of the ion potential and its derivative in x=G^2."""
    g = np.exp(-x / (4 * ALPHA))
    p = -4 * np.pi * Z / x + GAUSS * (
        V1 + V2 * (1.5 / ALPHA - x / (4 * ALPHA**2)))
    dp = 4 * np.pi * Z / x**2 - GAUSS * V2 / (4 * ALPHA**2)
    return p * g, (dp - p / (4 * ALPHA)) * g


def to_g(f):
    return np.fft.fftn(f) / N3


def safe_g2(recip):
    return np.where(NONZERO, np.sum((M @ recip)**2, axis=-1), 1.0)


def augmentation(strain):
    recip = geometry(strain)[1]
    g2 = np.sum((M @ recip)**2, axis=-1)
    return MASK * QINT * np.exp(-g2 / (4 * GAMMA))


def exchange(dens, vol):
    return -np.cbrt(3 * dens / (np.pi * vol))


def potential(dens, strain, ref):
    vol, recip = geometry(strain)
    x = safe_g2(recip)
    v = NONZERO * (ion(x)[0] * sum(PHASE) + 4 * np.pi * to_g(dens) / x) / vol
    v = v + to_g(exchange(dens, vol))
    v[0, 0, 0] += ref * len(SITES) * CORE / vol
    return v


def projectors(ik, strain):
    vol, recip = geometry(strain)
    red = BASIS[ik] + KPTS[ik]
    kvec = red @ recip
    k2 = np.sum(kvec**2, axis=1)
    amp = (2 * BETA / np.pi)**0.75 * (np.pi / BETA)**1.5
    amp = amp * np.exp(-k2 / (4 * BETA)) / np.sqrt(vol)
    return kvec, k2, amp[:, None] * np.exp(-2j * np.pi * red @ SITES.T)


def eigen(strain, ref, dens, nbands=None):
    v = potential(dens, strain, ref)
    aug = augmentation(strain)
    dd = np.array([D0 + np.sum(v * np.conj(aug * p)).real for p in PHASE])
    states = []
    for ik in range(len(KPTS)):
        _, k2, p = projectors(ik, strain)
        h = v[DIFF[ik]] + np.diag(k2 / 2) + (p * dd) @ p.conj().T
        s = np.eye(len(k2)) + QINT * p @ p.conj().T
        sub = None if nbands is None else [0, nbands - 1]
        e, c = eigh(h, s, subset_by_index=sub)
        states.append((e, c, p))
    return states, v, dd


def on_grid(c, ik):
    box = np.zeros((c.shape[1], NG, NG, NG), complex)
    i, j, l = POS[ik]
    box[:, i, j, l] = c.T
    return np.fft.ifftn(box, axes=(1, 2, 3)) * N3


def density(states, aug):
    rho, occ = np.zeros((NG, NG, NG)), np.zeros(len(SITES))
    w = 2 / len(KPTS)
    for ik, (_, c, p) in enumerate(states):
        c = c[:, :NOCC]
        rho += w * np.sum(abs(on_grid(c, ik))**2, axis=0)
        occ += w * np.sum(abs(p.conj().T @ c)**2, axis=1)
    extra = sum(o * aug * ph for o, ph in zip(occ, PHASE))
    return rho + np.fft.ifftn(extra).real * N3, occ


def fixed_point(step, start, tol, mix=0.5, depth=8):
    """Anderson-accelerated solution of x = step(x)."""
    x, xs, rs = start.ravel().copy(), [], []
    for _ in range(80):
        r = step(x.reshape(start.shape)).ravel() - x
        if np.max(abs(r)) < tol:
            return x.reshape(start.shape)
        xs, rs = (xs + [x])[-depth:], (rs + [r])[-depth:]
        new = x + mix * r
        if len(xs) > 1:
            dx, dr = np.diff(xs, axis=0).T, np.diff(rs, axis=0).T
            new = new - (dx + mix * dr) @ np.linalg.lstsq(dr, r, rcond=None)[0]
        x = new
    raise RuntimeError("self-consistency not reached")


def scf(strain, ref, start):
    aug = augmentation(strain)
    return fixed_point(
        lambda d: density(eigen(strain, ref, d, NOCC)[0], aug)[0], start, 1e-8)


def response(eta, ref, dens, solution):
    """Derivative matrices with frozen and with screened density."""
    states, v, dd = solution
    t, x, aug = np.trace(eta), safe_g2(RECIP0), augmentation(ZERO)
    gvec = M @ RECIP0
    dx = -2 * np.einsum("...i,ij,...j->...", gvec, eta, gvec)
    daug = -aug * dx / (4 * GAMMA)
    vi, dvi = ion(x)
    hart = NONZERO * 4 * np.pi / (VOL0 * x)
    vx = exchange(dens, VOL0)
    frozen = NONZERO * (dvi * dx - t * vi) * sum(PHASE) / VOL0
    frozen = frozen - hart * to_g(dens) * (t + dx / x) - t / 3 * to_g(vx)
    frozen[0, 0, 0] -= t * ref * len(SITES) * CORE / VOL0
    occ = density(states, aug)[1]
    geo = []
    for ik in range(len(KPTS)):
        kvec, _, p = projectors(ik, ZERO)
        kek = np.einsum("ni,ij,nj->n", kvec, eta, kvec)
        geo.append((kek, p, p * (kek / (2 * BETA) - t / 2)[:, None]))

    def matrices(ddens):
        dv = frozen + hart * to_g(ddens) + to_g(vx * ddens / (3 * dens))
        ddd = np.array([np.sum(dv * np.conj(aug * ph)
                               + v * np.conj(daug * ph)).real for ph in PHASE])
        out = []
        for ik, (kek, p, dp) in enumerate(geo):
            cross = (dp * dd) @ p.conj().T
            dh = dv[DIFF[ik]] - np.diag(kek) + (p * ddd) @ p.conj().T
            ds = QINT * dp @ p.conj().T
            out.append((dh + cross + cross.conj().T, ds + ds.conj().T))
        return out

    def step(ddens):
        rho, docc = np.zeros_like(dens), np.zeros(len(SITES))
        w = 2 / len(KPTS)
        for ik, (dh, ds) in enumerate(matrices(ddens)):
            e, c, p = states[ik]
            dp, co, ce = geo[ik][2], c[:, :NOCC], c[:, NOCC:]
            mix = ce.conj().T @ (dh @ co - (ds @ co) * e[:NOCC])
            mix = mix / (e[None, :NOCC] - e[NOCC:, None])
            dc = ce @ mix - 0.5 * co @ (co.conj().T @ ds @ co)
            rho += 2 * w * np.sum(
                (on_grid(co, ik).conj() * on_grid(dc, ik)).real, axis=0)
            amp, damp = p.conj().T @ co, p.conj().T @ dc + dp.conj().T @ co
            docc += 2 * w * np.sum((amp.conj() * damp).real, axis=1)
        extra = sum((do * aug + o * daug) * ph
                    for do, o, ph in zip(docc, occ, PHASE))
        return rho + np.fft.ifftn(extra).real * N3

    ddens = fixed_point(step, np.zeros_like(dens), 1e-7)
    return matrices(np.zeros_like(dens)), matrices(ddens), ddens


def levels(e):
    """Degenerate groups up to the lowest conduction level."""
    groups, i = [], 0
    while i <= NOCC:
        j = i + 1
        while e[j] - e[i] < 1e-6:
            j += 1
        groups.append((i, j))
        i = j
    return groups


def terms(states, mats, ik, g):
    e, c, _ = states[ik]
    c, e0 = c[:, g[0]:g[1]], np.mean(e[g[0]:g[1]])
    a = c.conj().T @ mats[ik][0] @ c
    b = -e0 * c.conj().T @ mats[ik][1] @ c
    n = g[1] - g[0]
    return (np.linalg.eigvalsh(a + b), np.trace(a).real / n,
            np.trace(b).real / n)


def difference(up, down, ik, g, h):
    # a branch with the lowest slope is lowest at +h and highest at -h
    return (up[ik][0][g[0]:g[1]] - down[ik][0][g[0]:g[1]][::-1]) / (2 * h)


# Ion form factor at G -> 0 against direct quadrature
num = quad(lambda r: 4 * np.pi * r * r * (
    Z * erfc(np.sqrt(ALPHA) * r) / r
    + (V1 + V2 * r * r) * np.exp(-ALPHA * r * r)), 1e-12, 15)[0]
assert abs(num - CORE) < 1e-6
assert abs(ion(1e-4)[0] + 4 * np.pi * Z / 1e-4 - num) < 1e-2

guess = np.fft.ifftn(MASK * Z * np.exp(-G2REF) * sum(PHASE)).real * N3
dens0 = scf(ZERO, 0, guess)
sol = eigen(ZERO, 0, dens0)
states0 = sol[0]
gap = min(s[0][NOCC] - s[0][NOCC - 1] for s in states0)
assert dens0.min() > 0 and gap > 0.01
assert abs(dens0.mean() - 2 * NOCC) < 1e-7

H = 5e-4
STRAINS = {"volume": np.eye(3) / 3, "uniaxial": np.diag([0.0, 0.0, 1.0])}
GROUPS = [levels(s[0]) for s in states0]
res, fd, worst, worst_frozen, worst_dens = {}, {}, 0, 0, 0
for name, eta in STRAINS.items():
    res[name] = response(eta, 0, dens0, sol)
    frozen_m, full_m, ddens = res[name]
    assert abs(ddens.mean()) < 1e-6          # charge is conserved
    dplus, dminus = scf(H * eta, 0, dens0), scf(-H * eta, 0, dens0)
    up, down = eigen(H * eta, 0, dplus)[0], eigen(-H * eta, 0, dminus)[0]
    fup, fdown = eigen(H * eta, 0, dens0)[0], eigen(-H * eta, 0, dens0)[0]
    fd[name] = (up, down)
    err = np.max(abs((dplus - dminus) / (2 * H) - ddens)) / np.max(abs(ddens))
    worst_dens = max(worst_dens, err)
    for ik, groups in enumerate(GROUPS):
        for g in groups:
            a = terms(states0, full_m, ik, g)[0]
            b = terms(states0, frozen_m, ik, g)[0]
            worst = max(worst, np.max(abs(
                a - difference(up, down, ik, g, H))))
            worst_frozen = max(worst_frozen, np.max(abs(
                b - difference(fup, fdown, ik, g, H))))
# tolerances cover the second-order error of the central difference
assert worst < 2e-5 and worst_frozen < 2e-5 and worst_dens < 1e-3


def kindex(*k):
    return next(i for i, q in enumerate(KPTS) if np.allclose(q, k))


GAM, XZ, XX = kindex(0, 0, 0), kindex(.5, .5, 0), kindex(0, .5, .5)
assert GROUPS[GAM][1] == (1, 4)              # threefold valence top
PICK = [("Gamma lowest valence", GAM, GROUPS[GAM][0]),
        ("Gamma top valence", GAM, GROUPS[GAM][1]),
        ("Gamma lowest conduction", GAM, GROUPS[GAM][-1]),
        ("X lowest conduction", XZ, GROUPS[XZ][-1])]

# Second potential reference: full calculations and full response again
eta = STRAINS["volume"]
densb = scf(ZERO, 1, guess)
solb = eigen(ZERO, 1, densb)
resb = response(eta, 1, densb, solb)
upb = eigen(H * eta, 1, scf(H * eta, 1, dens0))[0]
downb = eigen(-H * eta, 1, scf(-H * eta, 1, dens0))[0]
offset = len(SITES) * CORE / VOL0
table = []
for label, ik, g in PICK:
    a, ah, ao = terms(states0, res["volume"][1], ik, g)
    b, bh, bo = terms(solb[0], resb[1], ik, g)
    f = terms(states0, res["volume"][0], ik, g)[0]
    da = difference(*fd["volume"], ik, g, H).mean()
    db = difference(upb, downb, ik, g, H).mean()
    assert abs(b.mean() - db) < 2e-5
    assert abs(db - da + offset) < 2e-5      # same shift for every level
    table.append([states0[ik][0][g[0]], f.mean(), a.mean(), da,
                  ah, ao, b.mean(), bh, bo])
table = np.array(table) * HA
gaps_a, gaps_b = table[:, 2] - table[1, 2], table[:, 6] - table[1, 6]
assert np.max(abs(gaps_a - gaps_b)) < 1e-4
assert abs(table[0, 5]) > 1e-3 * HA          # overlap term matters
assert np.max(abs(table[:, 1] - table[:, 2])) > 1e-3 * HA  # so does screening

# A constant put into the local potential but not into D
c_bad = 0.1
e, c, p = states0[GAM]
s = np.eye(len(e)) + QINT * p @ p.conj().T
ham = s @ (c * e) @ c.conj().T @ s
bad = eigh(ham + c_bad * np.eye(len(e)), s, eigvals_only=True) - e
assert abs(bad[0] - bad[1]) > 1e-3

# Uniaxial strain: splittings, and averages fixed by cubic symmetry
uni = res["uniaxial"][1]
top = terms(states0, uni, GAM, (1, 4))[0] * HA
single = 0 if top[1] - top[0] > top[2] - top[1] else 2
double = (top.sum() - top[single]) / 2
xz = terms(states0, uni, XZ, GROUPS[XZ][-1])[0].mean() * HA
xx = terms(states0, uni, XX, GROUPS[XX][-1])[0].mean() * HA
assert abs(top.mean() - table[1, 2]) < 1e-4
assert abs((xz + 2 * xx) / 3 - table[3, 2]) < 1e-4

print(f"lattice constant {LATTICE:.1f} bohr, cell volume {VOL0:.1f} bohr^3")
print(f"cutoff {ECUT:.1f} hartree, plane waves at Gamma {len(BASIS[GAM])}")
print(f"ion: Z {Z:.0f}, alpha {ALPHA} bohr^-2, v1 {V1} Ha, v2 {V2} Ha/bohr^2")
print(f"projector exponent {BETA}, augmentation exponent {GAMMA} bohr^-2")
print(f"augmentation integral q {QINT}, bare strength D0 {D0} hartree")
print(f"smallest direct gap on the k mesh {gap * HA:.3f} eV")
print("Volume strain, slopes d eps / d ln(volume) in eV, reference A")
print("(A: zero mean electrostatic potential)")
for (label, ik, g), r in zip(PICK, table):
    print(f"{label}, bands {g[0] + 1}-{g[1]}: energy {r[0]:.3f} eV")
    print(f"  frozen {r[1]:.3f}, screened {r[2]:.4f}, "
          f"finite difference {r[3]:.4f}")
    print(f"  dH term {r[4]:.3f}, -eps dS term {r[5]:.3f}")
print("Reference B keeps the non-Coulomb ionic mean; slopes in eV")
print(f"ionic integral per ion {CORE:.3f} hartree bohr^3")
print(f"B minus A: levels {offset * HA:.4f} eV, slopes {-offset * HA:.4f} eV")
for (label, _, _), r, ga, gb in zip(PICK, table, gaps_a, gaps_b):
    print(f"{label}: slope B {r[6]:.4f}, dH {r[7]:.3f}, -eps dS {r[8]:.3f}")
    print(f"  relative to Gamma top valence: A {ga:.4f}, B {gb:.4f}")
print("Uniaxial [001] strain, slopes d eps / d eta_zz in eV, reference A")
print(f"Gamma top valence: singlet {top[single]:.4f}, doublet {double:.4f}")
print(f"  mean {top.mean():.4f}, b=(singlet-doublet)/3 "
      f"{(top[single] - double) / 3:.4f}")
print(f"X conduction: valley along z {xz:.4f}, along x {xx:.4f}")
print(f"  splitting {xz - xx:.4f}, mean of three valleys "
      f"{(xz + 2 * xx) / 3:.4f}")
print(f"Constant {c_bad * HA:.4f} eV in V but not in D, shifts at Gamma:")
print(f"  band 1 {bad[0] * HA:.4f} eV, band 2 {bad[1] * HA:.4f} eV")
print(f"strain step of the finite differences {H:.1e}")
print(f"largest slope error: screened {worst * HA:.1e} eV, "
      f"frozen {worst_frozen * HA:.1e} eV")
print(f"largest relative density-response error {worst_dens:.1e}")
print("every check passed")
```

Output:

```
lattice constant 10.0 bohr, cell volume 250.0 bohr^3
cutoff 4.5 hartree, plane waves at Gamma 113
ion: Z 4, alpha 0.6 bohr^-2, v1 3.0 Ha, v2 -1.4 Ha/bohr^2
projector exponent 0.5, augmentation exponent 1.0 bohr^-2
augmentation integral q 0.4, bare strength D0 0.2 hartree
smallest direct gap on the k mesh 3.002 eV
Volume strain, slopes d eps / d ln(volume) in eV, reference A
(A: zero mean electrostatic potential)
Gamma lowest valence, bands 1-1: energy -7.090 eV
  frozen -2.327, screened -0.6005, finite difference -0.6005
  dH term 0.490, -eps dS term -1.090
Gamma top valence, bands 2-4: energy 3.053 eV
  frozen -9.485, screened -7.1601, finite difference -7.1601
  dH term -7.160, -eps dS term 0.000
Gamma lowest conduction, bands 5-7: energy 6.055 eV
  frozen -7.756, screened -6.8180, finite difference -6.8180
  dH term -6.818, -eps dS term -0.000
X lowest conduction, bands 5-6: energy 4.131 eV
  frozen -4.750, screened -4.2360, finite difference -4.2360
  dH term -4.318, -eps dS term 0.082
Reference B keeps the non-Coulomb ionic mean; slopes in eV
ionic integral per ion 14.953 hartree bohr^3
B minus A: levels 3.2552 eV, slopes -3.2552 eV
Gamma lowest valence: slope B -3.8557, dH -3.266, -eps dS -0.590
  relative to Gamma top valence: A 6.5597, B 6.5597
Gamma top valence: slope B -10.4154, dH -10.415, -eps dS -0.000
  relative to Gamma top valence: A 0.0000, B 0.0000
Gamma lowest conduction: slope B -10.0732, dH -10.073, -eps dS -0.000
  relative to Gamma top valence: A 0.3421, B 0.3421
X lowest conduction: slope B -7.4912, dH -7.637, -eps dS 0.146
  relative to Gamma top valence: A 2.9241, B 2.9241
Uniaxial [001] strain, slopes d eps / d eta_zz in eV, reference A
Gamma top valence: singlet -13.0634, doublet -4.2085
  mean -7.1601, b=(singlet-doublet)/3 -2.9517
X conduction: valley along z 1.1708, along x -6.9394
  splitting 8.1102, mean of three valleys -4.2360
Constant 2.7211 eV in V but not in D, shifts at Gamma:
  band 1 2.3398 eV, band 2 2.7211 eV
strain step of the finite differences 5.0e-04
largest slope error: screened 2.0e-05 eV, frozen 4.3e-05 eV
largest relative density-response error 5.6e-07
every check passed
```
